# Steady diffusion through circular pinholes in an ultrathin barrier

**Q:** A metallisation barrier that blocks everything except at its pinholes leaks through its open area. If I double the radius of a hole, I quadruple the area. Why should the leak not quadruple too?

**A:** It would if the flux density in the hole stayed the same, so the question is what sets that flux density. Suppose that atoms cross the hole easily, and that the slow part is their diffusion through the medium above to reach the hole and through the medium below to leave it. Let the barrier be impermeable and of negligible thickness, in the plane $z=0$, with one hole of radius $a$. Far from the hole the concentrations are held fixed. The atoms are dilute, so that the diffusivity $D$ is constant, and the state is steady. The concentration $c$ then obeys $\nabla^2c=0$.

Now write $\mathbf r=a\mathbf r'$. Laplace's equation keeps its form, the condition of no flux through the barrier keeps its form, and the hole becomes a hole of unit radius. The concentration is therefore one fixed function of $\mathbf r'$, whatever $a$ is. Its gradient with respect to $\mathbf r$ carries a factor $1/a$, and so does the flux density. The area carries $a^2$. The total rate is proportional to $a^2\times 1/a=a$.

**Q:** That assumes one medium. I have a metal above and a dielectric below, and the concentration jumps where they meet.

**A:** Let the upper medium have diffusivity $D_1$ and remote concentration $c_1$, and the lower one $D_2$ and $c_2$. I assume local equilibrium in the hole, $c(0^-)=Kc(0^+)$, with a constant ratio $K$. The jump disappears if we use

$$\varphi=c\ \ (z>0),\qquad \varphi=c/K\ \ (z<0).$$

The downward flux density is $D\,\partial c/\partial z$, because diffusion runs against the gradient and $z$ points up. In terms of $\varphi$ it is $g\,\partial\varphi/\partial z$, with

$$g_1=D_1,\qquad g_2=KD_2 .$$

In the hole both $\varphi$ and $g\,\partial\varphi/\partial z$ are continuous. The remote values are $\varphi_1=c_1$ and $\varphi_2=c_2/K$. The scaling argument applies unchanged, since neither $K$ nor the ratio of diffusivities contains a length.

**Q:** Scaling gives no coefficient. For that you must solve a problem in which $\varphi$ is given on part of the plane and its slope on the rest.

**A:** We need a function $u$ in $z>0$ that is harmonic, equals 1 on the hole, has zero slope on the barrier and vanishes far away. The function $1/\sqrt{\rho^2+z^2}$, with $\rho$ the distance from the axis, is harmonic. It stays harmonic when $z$ is shifted by a constant, even an imaginary one, as long as the root stays smooth. Add such sources along an imaginary segment:

$$u(\rho,z)=\frac1\pi\int_{-a}^{a}\frac{dt}{\sqrt{\rho^2+(z+it)^2}} .$$

The quantity under the root is $\rho^2+z^2-t^2+2izt$. For $z>0$ it is real only at $t=0$, where it is positive. It never meets the negative real axis, so the root with positive real part is smooth. The contributions of $t$ and $-t$ are complex conjugates, so $u$ is real.

**Q:** Show me that it is 1 on the hole.

**A:** Let $z\to0^+$. For $|t|<\rho$ the root becomes $\sqrt{\rho^2-t^2}$. For $|t|>\rho$ the quantity under it approaches the negative axis, from above if $t>0$ and from below if $t<0$, so the root becomes $\pm i\sqrt{t^2-\rho^2}$ with the sign of $t$. These parts are odd in $t$ and cancel. What remains is

$$u=\frac1\pi\int_{-\rho}^{\rho}\frac{dt}{\sqrt{\rho^2-t^2}}=1\quad(\rho<a),\qquad
u=\frac1\pi\int_{-a}^{a}\frac{dt}{\sqrt{\rho^2-t^2}}=\frac2\pi\arcsin\frac a\rho\quad(\rho>a).$$

**Q:** And the slope?

**A:** The integrand depends on $z+it$, so its $t$-derivative is $i$ times its $z$-derivative, and $\partial_z=-i\,\partial_t$. The integral can then be done at once:

$$\frac{\partial u}{\partial z}=-\frac i\pi\left[\frac1{\sqrt{\rho^2+(z+ia)^2}}-\frac1{\sqrt{\rho^2+(z-ia)^2}}\right].$$

On the barrier, $\rho>a$ and $z\to0^+$, both roots equal $\sqrt{\rho^2-a^2}$ and the slope is zero. On the hole they are $\pm is$ with $s=\sqrt{a^2-\rho^2}$. The bracket is $1/(is)+1/(is)=2/(is)$, and

$$-\left.\frac{\partial u}{\partial z}\right|_{0^+}=\frac{2}{\pi\sqrt{a^2-\rho^2}}\qquad(\rho<a).$$

**Q:** That is infinite at the rim. Does it not spoil the result?

**A:** The singularity is integrable. With conductivity $g$ and unit difference of $\varphi$ between hole and remote medium, the rate is

$$g\int_0^a\frac{2}{\pi\sqrt{a^2-\rho^2}}\,2\pi\rho\,d\rho=4g\Big[-\sqrt{a^2-\rho^2}\Big]_0^a=4ga .$$

A rim of width $\delta\ll a$ carries the fraction $\sqrt{a^2-(a-\delta)^2}/a\approx\sqrt{2\delta/a}$ of it, which vanishes with $\delta$. Diffusion theory fails within about one atomic jump length of the rim, so the law needs $a$ to be much larger than that length.

The far field gives an independent count. For $r\gg a$ the integrand is $1/r$, so $u\to2a/(\pi r)$. The flux through a large hemisphere is $g\,(2a/\pi r^2)(2\pi r^2)=4ga$, as it must be.

**Q:** You set $\varphi$ constant over the hole. With two different media, who says that it is?

**A:** We try a constant value $\varphi_0$ and see whether every condition can be met:

$$\varphi=\varphi_1-(\varphi_1-\varphi_0)\,u(\rho,z)\ (z>0),\qquad
\varphi=\varphi_2+(\varphi_0-\varphi_2)\,u(\rho,-z)\ (z<0).$$

The downward flux densities in the hole are

$$\frac{2g_1(\varphi_1-\varphi_0)}{\pi\sqrt{a^2-\rho^2}}\quad\text{and}\quad\frac{2g_2(\varphi_0-\varphi_2)}{\pi\sqrt{a^2-\rho^2}} .$$

They have the same dependence on $\rho$. One choice of $\varphi_0$ therefore makes them equal at every point of the hole. The rate $I$, in atoms per time, is then

$$I=4g_1a(\varphi_1-\varphi_0)=4g_2a(\varphi_0-\varphi_2).$$

Solve each equality for its difference of $\varphi$ and add, which removes $\varphi_0$:

$$\varphi_1-\varphi_2=\frac{I}{4a}\left(\frac1{g_1}+\frac1{g_2}\right),\qquad
\boxed{I=\frac{4a\,(c_1-c_2/K)}{1/D_1+1/(KD_2)}}$$

For like media, $K=1$ and $D_1=D_2=D$, this is $I=2Da(c_1-c_2)$.

No other solution exists with finite $\int g|\nabla\varphi|^2dV$. The difference $w$ of two solutions vanishes at infinity as $1/r$. Integration by parts turns $\int g|\nabla w|^2dV$ into surface terms. Those on the barrier vanish, those on the two sides of the hole cancel, and the remote one falls as $r^2\cdot r^{-1}\cdot r^{-2}$. So $w$ is constant, and the constant is zero.

**Q:** A real barrier has a thickness $h$, and its hole is a short channel. "Ultrathin" is not a number.

**A:** The thickness has to be compared with $a$. Define the resistance $R=(\varphi_1-\varphi_2)/I$ and let the channel be filled with a medium of conductivity $g_h$. We can enclose $R$ between two bounds by means of the dissipation $P[\mathbf j]=\int j^2/g\,dV$.

Let $\mathbf j=-g\nabla\varphi$ be the true flux, and let $\mathbf j+\mathbf k$ be any other divergence-free flux that carries the same $I$ and does not enter the barrier. Then

$$P[\mathbf j+\mathbf k]=P[\mathbf j]-2\int\nabla\varphi\cdot\mathbf k\,dV+\int\frac{k^2}{g}dV .$$

Since $\nabla\cdot\mathbf k=0$, the middle integral is the surface integral of $\varphi\mathbf k$. On each remote surface $\varphi$ is constant and $\mathbf k$ carries no net rate, so it vanishes. Hence the true flux has the least $P$. The same integration by parts gives $P[\mathbf j]=(\varphi_1-\varphi_2)I=RI^2$.

**Q:** How does that bound anything?

**A:** The true dissipation is the sum of three parts, and no part can be less than its own minimum at the given $I$. By the same argument, the minimum in a half-space belongs to a mouth of constant $\varphi$ and is $I^2/(4ga)$. In the channel it belongs to uniform flow and is $I^2h/(\pi a^2g_h)$. The sum of the minima is a lower bound.

For an upper bound, take as trial a uniform flux density $q=I/(\pi a^2)$ in the channel and at both mouths. A point source on an impermeable plane spreads into a hemisphere and gives $\varphi=I/(2\pi gr)$. The dissipation in one half-space is the mouth integral of $q\varphi$,

$$\frac{q^2}{2\pi g}W,\qquad W=\iint\frac{dA\,dA'}{|\mathbf r-\mathbf r'|}.$$

To find $W$, build the disc ring by ring. At a point on the rim of a disc of radius $s$, polar coordinates about that point give $\int dA'/|\mathbf r-\mathbf r'|=\int_{-\pi/2}^{\pi/2}2s\cos\theta\,d\theta=4s$. Adding a ring of area $2\pi s\,ds$ counts each pair once, and $W$ counts it twice:

$$W=2\int_0^a4s\,(2\pi s)\,ds=\frac{16\pi a^3}{3},\qquad
\frac{q^2W}{2\pi g}=\frac{I^2}{\pi^2a^4}\,\frac{8a^3}{3g}=\frac{8I^2}{3\pi^2ga}.$$

Therefore

$$\frac{h}{\pi a^2g_h}+\frac1{4a}\left(\frac1{g_1}+\frac1{g_2}\right)\le R\le
\frac{h}{\pi a^2g_h}+\frac{8}{3\pi^2a}\left(\frac1{g_1}+\frac1{g_2}\right).$$

The two access coefficients are 0.25 and 0.270, so the bounds are close. For like media throughout, the channel term is small against the access term $1/(2Da)$ when $h\ll\pi a/2$. A barrier 1 nm thick is thin for a hole of radius 20 nm and not for one of 1 nm.

**Q:** Bounds are not values. Can you get the rate itself at finite $h$?

**A:** Yes, by leaving the flux profile unknown. In units with $a=1$, expand the flux density at a mouth as $q=\sum_nq_nJ_0(x_n\rho)/J_0(x_n)$, with $J_1(x_n)=0$ and $x_0=0$, so that nothing enters the channel wall. Its Bessel transform is

$$\int_0^1qJ_0(k\rho)\rho\,d\rho=\sum_nq_nF_n(k),\qquad F_n=\frac{kJ_1(k)}{k^2-x_n^2}.$$

In a half-space a component $J_0(k\rho)$ decays as $e^{-k|z|}$, so a flux component produces a change of $\varphi$ equal to itself divided by $gk$. Projecting that change on mode $m$ gives $\sum_nZ_{mn}q_n/g$ with $Z_{mn}=\int_0^\infty F_mF_n\,dk$.

In the channel, $0<z<h$, a mode with $n\ge1$ and downward flux amplitudes $t$ at the top and $b$ at the bottom has the amplitude

$$\varphi_n(z)=\frac{t\cosh x_nz-b\cosh x_n(h-z)}{g_hx_n\sinh x_nh},$$

as differentiation at both ends confirms. The mode $n=0$ is uniform flow with a drop $q_0h/g_h$. Continuity of $\varphi$ at both mouths gives linear equations for the amplitudes, and $I=\pi q_0$.

For a hole of zero length this calculation does not use the profile found earlier. The access resistance of one half-space comes out as 0.25018 with 100 modes and 0.25009 with 200, in units of $1/(Da)$. Extrapolated on the assumption that the error falls as the inverse number of modes, it is 0.2500, in agreement with $1/(4Da)$.

**Q:** So where does my area law come back?

**A:** For like media, $R=G(y)/(Da)$ with $y=h/a$. At fixed $h$, $I\propto a/G$ and $d\ln y=-d\ln a$, so the local exponent is

$$p=\frac{d\ln I}{d\ln a}=1+\frac{d\ln G}{d\ln y}.$$

The mode solution gives $p=1.01$ at $h/a=0.01$, 1.07 at 0.1, 1.38 at 1, 1.86 at 10 and 1.98 at 100. The radius law and the area law are the two ends of one curve. At the far end $R\approx h/(\pi a^2D)$, and the rate follows the area.

**Q:** Then a barrier of zero thickness must follow the radius law.

**A:** Not if crossing the hole is itself slow. Suppose that the interface passes a flux density $\kappa\,\Delta\varphi$, where $\Delta\varphi$ is now a drop of $\varphi$ across the hole. The crossing dissipates $\int q^2/\kappa\,dA$, which at given $I$ is least for uniform $q$ and then equals $I^2/(\pi a^2\kappa)$. The bounds hold again with $h/g_h$ replaced by $1/\kappa$. If $\kappa a\ll D$, then $I\approx\pi a^2\kappa(\varphi_1-\varphi_2)$, which is an area law at zero thickness. With $D/(\kappa a)$ in the role of $y$, the exponent rises from 1.01 at 0.01 to 1.98 at 100. What decides between the laws is where the resistance lies; thinness alone does not.

**Q:** A film has many pinholes. They must compete for the same atoms.

**A:** First neglect that. If a fraction $f$ of the barrier is open, there are $f/(\pi a^2)$ holes per area, and the leak per barrier area is

$$\frac{f}{\pi a^2}\,I=\frac{4f(\varphi_1-\varphi_2)}{\pi a\,(1/g_1+1/g_2)} .$$

At the same open fraction, finer holes leak more, as $1/a$. The open area alone does not determine the leak.

To estimate the competition, give each hole a cylindrical cell of radius $b$ with reflecting walls, so that $f=a^2/b^2$. This stands in for a regular array. If $\varphi$ is held fixed on a plane at a distance $L\ge b$, the resistance on that side is the uniform-flow term $L/(\pi b^2g)$ plus an access term. Computed with the discrete $k$ values of the cell, the access term is 0.859, 0.930 and 0.965 times the isolated value $1/(4ga)$ for $b/a=10$, 20 and 40. The reduction is close to $1.41\,a/b$.

**Q:** Competition lowers the resistance?

**A:** It lowers the access term; the competition is in the other term. An isolated hole draws on a hemisphere that widens without limit. In a cell, the outer part of that spreading is replaced by uniform flow, which has been counted separately. The part of a half-space beyond a radius of about $b$ has resistance $\int_b^\infty dr/(2\pi gr^2)=1/(2\pi gb)$, which is a fraction of order $a/b$ of $1/(4ga)$. This explains the scaling with $a/b$ but not the coefficient.

The single-hole law also needs the uniform-flow term to be small:

$$\frac{L}{\pi b^2g}\ll\frac1{4ga}\quad\Longrightarrow\quad L\ll\frac{\pi b^2}{4a}.$$

In a much thicker layer the supply through the layer limits the leak, and the size of the holes hardly matters.

**Q:** Put numbers in, and use unlike media.

**A:** Take round model parameters: $D_1=10^{-16}$ m²/s, $D_2=4\times10^{-16}$ m²/s, $K=0.5$, $c_1=10^{24}$ m⁻³, $c_2=0$ and $a=10$ nm. Then $g_2=KD_2=2\times10^{-16}$ m²/s and $1/g_1+1/g_2=1.5\times10^{16}$ s/m². The thin-barrier law gives

$$I=\frac{4\times10^{-8}\times10^{24}}{1.5\times10^{16}}\ \mathrm{s^{-1}}=2.67\ \text{atoms/s}.$$

On the upper side of the hole the concentration is

$$c_1-\frac{I}{4g_1a}=10^{24}-\frac{2.67}{4\times10^{-24}}=3.3\times10^{23}\ \mathrm{m^{-3}},$$

and on the lower side it is $K$ times that, $1.7\times10^{23}$ m⁻³. Two thirds of the drop in $\varphi$ lies in the upper medium, which has the smaller conductivity.

Now let the barrier be $h=1$ nm thick and the hole be filled with the upper medium. The channel adds $h/(\pi a^2D_1)=3.2\times10^{22}$ s/m³ to an access resistance of $1.5\times10^{16}/(4\times10^{-8})=3.75\times10^{23}$ s/m³. The bounds on $R$ place the rate between 2.29 and 2.46 atoms/s, and the mode solution gives 2.40, which is 10 % below the thin-barrier law. If access were ignored, the channel alone would pass

$$\frac{\pi a^2D_1c_1}{h}=31.4\ \text{atoms/s},$$

about 13 times the computed rate.

**Q:** And when the radius doubles?

**A:** For radii of 5, 10, 20 and 40 nm the mode solution gives 1.10, 2.40, 5.02 and 10.3 atoms/s. The successive ratios are 2.17, 2.10 and 2.05. They approach 2 as $h/a$ falls, and none is near the 4 of the area law.

At an open fraction of $10^{-4}$ the cell radius is $b=a/\sqrt f=100a$. Taken as isolated, the 5 nm holes leak $1.41\times10^{12}$ atoms/(m² s) and the 40 nm holes $2.05\times10^{11}$. The ratio is 6.9, where a barrier of zero thickness would give 8; the channel resistance weighs more on the small holes. If the relation $1.41\,a/b$ is extended to $b/a=100$, neighbours change the access term by about 1.4 %. The numerical output below lists the rate and the leak for each radius, with the holes taken as isolated.

**Q:** How long must I wait for this steady state, and does it last?

**A:** Close to the hole the steady profile begins to form on the scale $a^2/D_1$, which is 1 s for $a=10$ nm, but the rate settles slowly. At time $t$ diffusion has reached a distance of about $\sqrt{Dt}$, and the resistance of the region beyond is still missing. That is a fraction of order $a/\sqrt{Dt}$, so the rate starts too high and its excess falls only as $1/\sqrt t$. If the hole opens at $t=0$ between uniform media, the thin-barrier rate of the example is still about 30 % too high at 1 s and 3 % too high at 100 s. The fields of neighbouring holes meet on the scale $b^2/D_1$. With $b=1$ µm this is $10^4$ s, so for a long interval each hole acts alone. After that, the law holds as long as the remote concentrations are maintained and $L$ is well below $\pi b^2/(4a)\approx79$ µm. It also needs each layer to be much thicker than the hole radius, $L\gg a$, since the coefficient $4ga$ belongs to a half-space. If $\varphi$ is held fixed on a plane at a distance $L$, the access conductance of that side exceeds $4ga$ by about 5 % at $L=10a$, 21 % at $L=2.5a$ and 60 % at $L=a$; a layer 100 nm thick is at the first value for a 10 nm hole and at the second for a 40 nm hole. All of this describes field-free diffusion in uniform media. Ions drifting in a biased dielectric, or fast paths along grain boundaries and interfaces, lie outside the model. If the lower medium is a thin closed layer, it fills up, $c_2/K$ rises towards $c_1$, and the leak dies away.

## Computed values

```
ACCESS RESISTANCE OF ONE HALF-SPACE, units 1/(D a)
mode solution, 100 modes: 0.25018
mode solution, 200 modes: 0.25009
extrapolated in mode number: 0.25000
uniform hole flux instead: 0.27019
CROSSOVER, like media; q = h/a (long hole) or D/(kappa a) (film)
R in units 1/(D a); p = d ln I / d ln a
q=0.01: bounds 0.5032 to 0.5436; hole R=0.5060 p=1.010; film R=0.5061 p=1.011
q=0.1: bounds 0.5318 to 0.5722; hole R=0.5440 p=1.070; film R=0.5450 p=1.072
q=1: bounds 0.8183 to 0.8587; hole R=0.8412 p=1.380; film R=0.8498 p=1.382
q=10: bounds 3.6831 to 3.7235; hole R=3.7062 p=1.859; film R=3.7223 p=1.855
q=100: bounds 32.3310 to 32.3714; hole R=32.3541 p=1.984; film R=32.3712 p=1.983
NEIGHBOURS: access resistance in a cell / isolated value
b/a=10: ratio 0.8594; (1-ratio)*b/a = 1.406
b/a=20: ratio 0.9296; (1-ratio)*b/a = 1.409
b/a=40: ratio 0.9648; (1-ratio)*b/a = 1.410
WORKED EXAMPLE, round model parameters
D1 = 1.0e-16 m^2/s, D2 = 4.0e-16 m^2/s, K = 0.5
c1 = 1.0e+24 m^-3, c2 = 0 m^-3
h = 1 nm, open fraction = 1e-04
a = 10 nm: relaxation scale a^2/D1 = 1.000 s
a = 10 nm: concentration in hole, upper side = 3.3333e+23 m^-3
a = 10 nm: concentration in hole, lower side = 1.6667e+23 m^-3
cell radius / hole radius = 100.0
Rates in atoms/s; leak per barrier area in atoms/(m^2 s)
a=5 nm: thin law 1.3333; with h 1.1042; area law 7.854
  bounds with h 1.0662 to 1.1398; holes 1.273e+12 m^-2; leak 1.406e+12
a=10 nm: thin law 2.6667; with h 2.3951; area law 31.416
  bounds with h 2.2877 to 2.4580; holes 3.183e+11 m^-2; leak 7.624e+11
a=20 nm: thin law 5.3333; with h 5.0204; area law 125.664
  bounds with h 4.7483 to 5.1162; holes 7.958e+10 m^-2; leak 3.995e+11
a=40 nm: thin law 10.6667; with h 10.3130; area law 502.655
  bounds with h 9.6795 to 10.4450; holes 1.989e+10 m^-2; leak 2.052e+11
rate ratio on doubling a: 2.169, 2.096, 2.054
```
